\section*{Extrapolating three Hartree-Fock energies to the basis-set limit}

\section*{Question}

I am comparing levels of theory for the decomposition barrier of a precursor molecule. As a first exercise I have three Hartree-Fock energies for one structure, computed with three successive basis sets of the same family:
\[
E_1=-76.020,\qquad E_2=-76.050,\qquad E_3=-76.060\ \text{hartree}.
\]
I am told to assume exponential convergence and find the limit for an infinitely large basis. I wrote down
\[
E(n)=E_\infty+A e^{-bn},
\]
but then I got stuck. There are three unknowns, two of them tangled up in the exponential, and I do not know whether the basis sets should be numbered $1,2,3$ or $2,3,4$. How do I get $E_\infty$? And how far can I trust it if what I want in the end is a barrier?

\section*{Answer}

\subsection*{Remove the limit first}

The constant $E_\infty$ appears in all three equations, so subtracting neighbouring energies removes it. I take the geometry as fixed, the basis labels as equally spaced by one, and $A>0$, $b>0$, so that the energies descend towards the limit. Let the first label be $m$, and define
\[
r=e^{-b},\qquad d_1=E_1-E_2,\qquad d_2=E_2-E_3 .
\]
With these signs, a fall in energy is a positive drop. Since $e^{-bn}=r^n$,
\begin{align}
d_1&=A r^{m}-A r^{m+1}=A r^{m}(1-r),\\
d_2&=A r^{m+1}-A r^{m+2}=A r^{m+1}(1-r)=r\,d_1 .
\end{align}
Each drop is therefore the previous one times the same factor $r$. For your energies,
\[
d_1=0.030,\qquad d_2=0.010\ \text{hartree},\qquad
r=\frac{d_2}{d_1}=\frac13,
\]
and $b=-\ln r=\ln 3\approx1.099$ per basis step.

\subsection*{Add the drops that are still to come}

After the third basis set, the next drop is $r d_2$, the one after it $r^2d_2$, and so on. Call their sum $R$:
\[
R=r d_2+r^2d_2+r^3d_2+\cdots .
\]
Multiplying by $r$ gives the same series without its first term, so $R-rR=r d_2$. The sum is finite because $0<r<1$. Hence
\begin{equation}
R=\frac{r\,d_2}{1-r}
=\frac{(d_2/d_1)\,d_2}{1-d_2/d_1}
=\frac{d_2^2}{d_1-d_2}.
\end{equation}
The last form follows on multiplying numerator and denominator by $d_1$. The limit lies below $E_3$ by this amount:
\begin{equation}
E_\infty=E_3-\frac{d_2^2}{d_1-d_2}.
\label{eq:limit}
\end{equation}
Now put in the numbers:
\[
R=\frac{(0.010)^2}{0.030-0.010}=0.005\ \text{hartree},
\]
\[
E_\infty=-76.060-0.005=-76.065\ \text{hartree}.
\]
The remaining drop corresponds to $13.1$ kJ/mol.

The label $m$ has disappeared, which settles your numbering question. It affects only the amplitude,
\[
A=\frac{d_1}{r^m(1-r)} .
\]
Numbering from $1$ gives $A=0.135$ hartree, and numbering from $2$ gives $A=0.405$ hartree. The extra factor of three in $A$ cancels the extra factor $r=1/3$ in the exponential.

Equal spacing does matter. If you skipped one basis set between the second and third energies, the second difference would contain two drops, $(r+r^2)d_1$, and its ratio to $d_1$ would no longer be $r$.

\subsection*{When the formula makes sense}

If $r$ is close to zero, the third energy is nearly converged and $R$ is small. If $r=1/2$, the remaining drop equals the last observed drop. As $r$ approaches one, the denominator $d_1-d_2$ goes to zero and $R$ grows without bound: the energies show too little slowing down to locate a limit. If $d_2>d_1$, the formula returns a value above $E_3$, which contradicts the assumed descent. Such data should not be extrapolated in this way.

\subsection*{How much the input digits matter}

Differentiate $R=d_2^2/(d_1-d_2)$ with respect to each drop:
\begin{align}
\frac{\partial R}{\partial d_1}
&=-\frac{d_2^2}{(d_1-d_2)^2}=-\frac{r^2}{(1-r)^2},\\
\frac{\partial R}{\partial d_2}
&=\frac{2d_2(d_1-d_2)+d_2^2}{(d_1-d_2)^2}
=\frac{2r-r^2}{(1-r)^2}.
\end{align}
Raising $E_1$ raises $d_1$. Raising $E_2$ lowers $d_1$ and raises $d_2$. Raising $E_3$ lowers $d_2$. Since $E_\infty=E_3-R$, the chain rule gives
\begin{align}
\frac{\partial E_\infty}{\partial E_1}&=\frac{r^2}{(1-r)^2}=0.25,\\
\frac{\partial E_\infty}{\partial E_2}&=-\frac{r^2+2r-r^2}{(1-r)^2}
=-\frac{2r}{(1-r)^2}=-1.5,\\
\frac{\partial E_\infty}{\partial E_3}&=1+\frac{2r-r^2}{(1-r)^2}
=\frac{1}{(1-r)^2}=2.25 .
\end{align}
For the last line, write $1$ as $(1-2r+r^2)/(1-r)^2$. An error in the third energy is thus more than doubled in the limit.

If your energies were rounded to $0.001$ hartree, each may be off by up to $0.0005$ hartree. The three derivatives keep their signs over that range, so the extreme limits occur when every input is at an end of its interval. They are $-76.0672$ and $-76.0632$ hartree. The answer $-76.065$ follows from the numbers as given, but its last digit is uncertain by about two units if they are rounded. Carry more digits from the calculations into the extrapolation.

\subsection*{How much the exponential assumption matters}

Three energies determine three unknowns, so a perfect fit is no evidence for the exponential. Try another smooth law,
\[
E(X)=E_\infty+B X^{-p},\qquad X=2,3,4 .
\]
Here the labels do matter. Dividing the two drops removes both $E_\infty$ and $B$:
\[
\frac{2^{-p}-3^{-p}}{3^{-p}-4^{-p}}=\frac{d_1}{d_2}=3 .
\]
The numerical solution is $p\approx2.135$. The second drop is $d_2=B(3^{-p}-4^{-p})$, and the part still missing at $X=4$ is $B4^{-p}$. Therefore
\[
B4^{-p}=\frac{d_2\,4^{-p}}{3^{-p}-4^{-p}}
=\frac{d_2}{(4/3)^p-1}\approx0.0118\ \text{hartree},
\]
and the limit becomes $-76.0718$ hartree, which is $0.0068$ hartree below the exponential one. The reason is the longer tail. For large $X$, a power-law drop is approximately $BpX^{-p-1}$, so the ratio of successive drops tends to one, whereas the exponential keeps it at $1/3$. For these data, changing the law moves the limit by more than rounding moves the exponential limit. The power-law limit is itself more sensitive: the same rounding lets it lie anywhere from $-76.0770$ to $-76.0680$ hartree.

\subsection*{A real molecule: methane}

Your three numbers cannot test the exponential law, but a fourth energy can. Take methane, a carbon precursor, at a fixed tetrahedral geometry with a C--H length of $1.09$ angstrom, close to the real bond length. The following restricted Hartree-Fock energies use density fitting. The basis sets are capped at $f$ functions on carbon and $d$ functions on hydrogen, which leaves the first two complete but cuts the last two.

\begin{center}
\begin{tabular}{lc}
Basis & Energy (hartree)\\
cc-pVDZ & $-40.198718$\\
cc-pVTZ & $-40.213303$\\
cc-pVQZ, capped & $-40.216061$\\
cc-pV5Z, capped & $-40.216759$
\end{tabular}
\end{center}

The first three energies give $d_1=0.014585$ and $d_2=0.002758$ hartree, hence $r=0.1891$. The predicted fourth energy is
\[
-40.216061-0.1891\times0.002758\approx-40.21658\ \text{hartree}.
\]
This is $0.00018$ hartree above the computed fourth energy. Without extrapolation, the third energy is $0.00070$ hartree above it. The extrapolation has removed about three quarters of that error.

The law is nevertheless not obeyed exactly. The next ratio of drops is $0.2528$ instead of $0.1891$, so the last computed drop is larger than predicted. The first three energies give a limit of $-40.21671$ hartree, while the last three give $-40.21700$, lower by $0.00029$ hartree. The first limit even lies about $0.00005$ hartree above the computed fourth energy. By the variational principle, enlarging that fourth basis cannot raise the lowest Hartree-Fock energy, so the first limit is too high. Density fitting does not explain this: a larger fitting basis raises each of the four energies by at most about $0.00001$ hartree, and the first limit recomputed from them still lies about $0.00006$ hartree above the fourth energy. The larger fitting basis changes the two ratios to $0.1886$ and $0.2534$ and raises the two limits by $0.00001$ to $0.00002$ hartree, so the last digit of these values is not converged.

The power law predicts $-40.21688$ hartree for the fourth energy, too low by $0.00012$ hartree. It comes somewhat closer here, but this one case does not decide between the laws. Adding the omitted cc-pVQZ shells to cc-pVTZ lowers the energy by $0.00013$ hartree, an effect comparable to both prediction errors. In cc-pVQZ itself the same shells lower the energy by about $0.00006$ hartree, which moves the first extrapolated limit down by about $0.00009$ hartree, to about $-40.2168$ hartree. That is about $0.000035$ hartree below the capped fourth energy, so the variational argument above holds for the capped sequence only. The comparison therefore concerns the capped sequence and does not rank the two laws for the full basis family.

\subsection*{What this means for your barrier}

A classical barrier at this level is the difference between the energies of the saddle point (S) and the reactant (R). Extrapolate each structure with the same basis family, then subtract:
\begin{equation}
\Delta E_\infty=E_\infty^{\rm S}-E_\infty^{\rm R}
=\left(E_3^{\rm S}-E_3^{\rm R}\right)
-\left(R^{\rm S}-R^{\rm R}\right).
\end{equation}
What corrects the barrier is the difference between the two remaining drops. If both were $0.005$ hartree, the third-basis barrier would already equal its extrapolated value, even though each total energy was still $13.1$ kJ/mol above its limit. You cannot read a barrier error from one structure alone.

The exponential law was assumed for the energies, so apply it to them rather than to the three barrier heights. If each energy is exponential with its own ratio, the barrier contains $A_{\rm S}r_{\rm S}^n-A_{\rm R}r_{\rm R}^n$. For $r_{\rm S}\ne r_{\rm R}$ and nonzero amplitudes this is not a single exponential, and it need not even change steadily in one direction.

Finally, the extrapolation only estimates the basis-set limit of Hartree-Fock theory. Some basis-set error can remain, as methane shows, and the error of the theory itself is untouched. For methane, a frozen-core MP2 calculation in cc-pVDZ gives a correlation energy of $-0.161$ hartree. That is a rough size from a small basis; the capped cc-pVQZ basis gives $-0.206$ hartree. Even the smaller value is about 250 times the gap between the capped cc-pVQZ Hartree-Fock energy and the first extrapolated limit. Part of the correlation energy cancels in a barrier, but how much depends on the reaction and has to be calculated for both structures. Relativity, nuclear motion and temperature are also absent from these energies. For your barrier, treat the Hartree-Fock limit as one component and add a correlation contribution with its own basis-set study. The numerical output below gives most of these values to more digits.

\section*{Numbers as computed}
\begin{verbatim}
Given energy E1: -76.020 hartree
Given energy E2: -76.050 hartree
Given energy E3: -76.060 hartree
First drop d1: 0.030 hartree
Second drop d2: 0.010 hartree
Ratio r: 0.3333 (no unit)
Decay rate b: 1.0986 per basis step
Amplitude A for n=1,2,3: 0.1350 hartree
Amplitude A for n=2,3,4: 0.4050 hartree
Predicted next energy: -76.06333 hartree
Remaining drop R: 0.0050 hartree
Remaining drop R: 13.13 kJ/mol
Exponential limit: -76.0650 hartree
Limit from direct solution: -76.0650 hartree
Sensitivity of limit to E1: 0.250 (no unit)
Sensitivity of limit to E2: -1.500 (no unit)
Sensitivity of limit to E3: 2.250 (no unit)
Rounding allowance per input: 0.0005 hartree
Lowest limit within rounding: -76.0672 hartree
Highest limit within rounding: -76.0632 hartree
Power-law exponent p: 2.135 (no unit)
Power-law limit: -76.0718 hartree
Power-law minus exponential limit: -0.0068 hartree
CH4 bond length: 1.09 angstrom
CH4 RHF capped cc-pvdz, 34 functions: -40.198718 hartree
CH4 RHF capped cc-pvtz, 86 functions: -40.213303 hartree
CH4 RHF capped cc-pvqz, 138 functions: -40.216061 hartree
CH4 RHF capped cc-pv5z, 190 functions: -40.216759 hartree
CH4 drop ratio, DZ-TZ-QZ: 0.1891 (no unit)
CH4 drop ratio, TZ-QZ-5Z: 0.2528 (no unit)
CH4 exponential prediction for 5Z: -40.216583 hartree
CH4 exponential prediction minus 5Z: 0.000176 hartree
CH4 QZ minus 5Z: 0.000697 hartree
CH4 power-law prediction for 5Z: -40.216881 hartree
CH4 power prediction minus 5Z: -0.000122 hartree
CH4 exponential limit, DZ-TZ-QZ: -40.216705 hartree
CH4 exponential limit, TZ-QZ-5Z: -40.216995 hartree
CH4 change between limits: -0.000290 hartree
CH4 lowering by omitted QZ shells, on TZ: 0.000126 hartree
CH4 density-fitting error, DZ: -0.0000077 hartree
CH4 frozen-core MP2 correlation, DZ: -0.1612 hartree
\end{verbatim}
